# A Two-Sided Davidson Solver for Left and Right Transcorrelated Eigenvectors

Electrons that repel each other avoid meeting, and a wave function built from products of orbitals needs many determinants to describe this. The transcorrelated method moves part of the avoidance into the Hamiltonian. Take an open Hubbard chain of six sites with three electrons of each spin, hopping \(t_0=1\), repulsion \(U=3\) and small site energies. All energies are in units of \(t_0\). Let \(D\) count the doubly occupied sites, and let \(J=gD\) with \(g=-0.45\). Writing the eigenfunction of \(H\) as \(\psi=e^{J}R\) puts a factor \(e^{g}<1\) on every double occupancy, so that, for a moderate \(g\) that does not overcorrect, \(R\) has less left to describe. Inserting this into \(H\psi=\lambda\psi\) and multiplying by \(e^{-J}\) gives

\[
A R=\lambda R,\qquad A=e^{-J}He^{J}.
\]

In the basis of determinants of one-body orbitals, the lowest determinant has weight 0.90 in the normalized \(R\) of the ground state, against 0.70 in \(\psi\). The price is that \(A\) is not symmetric: here \(\|A-A^T\|/\|A\|=0.31\) in the Frobenius norm. How should a few of its eigenvectors be found when \(A\) is too large to diagonalize?

## Why the right vector is not enough

\(H\) and \(J\) are real and symmetric, so \(A^T=e^{J}He^{-J}\). Its eigenvector for the same \(\lambda\) is \(L=e^{J}\psi\), because \(A^TL=e^{J}H\psi=\lambda L\). With \(\psi\) normalized, \(L^TR=\psi^Te^{J}e^{-J}\psi=1\). Since \(D\) commutes with \(J\),

\[
L^TDR=\psi^Te^{J}De^{-J}\psi=\psi^TD\psi=\frac{dE}{dU}.
\]

The last equality holds because \(U\) multiplies \(D\) in \(H\), and the change of a normalized eigenvector does not contribute to \(dE/dU\) at first order. The two-sided value is 0.722, and it agrees with a finite difference of the energy. The right vector alone gives

\[
\frac{R^TDR}{R^TR}=\frac{\psi^Te^{-2gD}D\psi}{\psi^Te^{-2gD}\psi}=1.220 .
\]

Here \(-2g=0.9\), so configurations with many double occupancies are overweighted. The derivative of this average with respect to \(-2g\) is the variance of \(D\), which is not negative; the error therefore has the sign seen. What fails is the right-only quotient: in the complete space \(L=e^{2J}R\), so the left vector could be built from the right one. The complete space is used here because its answers are known exactly. A separately computed left vector becomes necessary when this relation is lost, as in a truncated space: with at most double excitations, the ground-state double occupancy is 0.845 with the true left vector and 0.819 with the retained part of \(e^{2J}R\) in its place.

The energy suffers as well. The naive Davidson method keeps one orthonormal basis, built from right residuals, and projects \(A\) onto it. Its energies are ordinary quotients. Let the trial vector be \(R+a\). Because \((A-\lambda)R=0\),

\[
\frac{(R+a)^TA(R+a)}{(R+a)^T(R+a)}-\lambda
=\frac{R^T(A-\lambda)a+a^T(A-\lambda)a}{(R+a)^T(R+a)} .
\]

For symmetric \(A\) the first term vanishes. Here \(R^T(A-\lambda)\neq0\), and the error is in general linear in \(a\). If a left trial vector \(L+b\) is used too, then \(L^H(A-\lambda)=0\) removes the linear terms on both sides:

\[
\frac{(L+b)^HA(R+a)}{(L+b)^H(R+a)}-\lambda
=\frac{b^H(A-\lambda)a}{(L+b)^H(R+a)} .
\]

Displacing both vectors along \((A^T-\lambda)R\) tests this. A tenfold smaller displacement reduced the two-sided error by a factor of 100.06 and the right-only error by 10.02. This concerns the order of the error, not the cost. The naive method still converges: with the start, basis limits and residual tolerance used below, it gives the three lowest energies of this chain within \(4\times10^{-10}\) after 62 matrix-vector products, against 152 for two bases. The second basis is paid for mainly to obtain \(L\).

## Two bases and one small matrix

The remedy is a basis \(V\) for right vectors and a basis \(W\) for left vectors, both real, with \(W^TV=1\). Set \(R=Vy\) and \(L=Wx\), and require each residual to be orthogonal to the opposite basis:

\[
W^T(AVy-\theta Vy)=0,\qquad V^T(A^TWx-\theta^*Wx)=0 .
\]

The conjugate appears because \(L^HA=\theta L^H\) becomes \(A^TL=\theta^*L\) for real \(A\). With \(G=W^TAV\) and \(W^TV=V^TW=1\), the conditions become

\[
Gy=\theta y,\qquad G^Tx=\theta^*x .
\]

Two separate diagonalizations would leave the pairing and scaling of \(x\) and \(y\) open. It is safer to collect the right vectors in \(Y\), so that \(GY=Y\Theta\). Multiplication by \(Y^{-1}\) from both sides gives \(Y^{-1}G=\Theta Y^{-1}\), and the adjoint is \(G^TX=X\Theta^*\) with \(X=(Y^{-1})^H\). Then \(X^HY=1\), and the full vectors obey \(L_i^HR_j=x_i^HW^TVy_j=\delta_{ij}\).

I scale each \(R\) to unit length. The length of \(L\) then has a meaning. Perturb \(A\) by \(\delta A\), keep first order in \((A+\delta A)(R+\delta R)=(\lambda+\delta\lambda)(R+\delta R)\), and multiply by \(L^H\). The terms in \(\delta R\) cancel, leaving \(\delta\lambda=L^H\delta A\,R\), so \(|\delta\lambda|\le\|L\|\|R\|\|\delta A\|\). The product \(\|L\|\|R\|\) is the condition number of the eigenvalue. For the complete Hubbard space it cannot exceed \(e^{|g|(D_{\max}-D_{\min})}=e^{0.45\times3}\approx3.9\), since \(L=e^{J}\psi\) and \(R=e^{-J}\psi\). The three lowest roots have 1.21, 1.18 and 1.16.

## New directions

Let \(r=AR-\theta R\) and \(s=A^TL-\theta^*L\). Requiring \(R+\delta\) to have no residual at fixed \(\theta\) gives \((A-\theta)\delta=-r\). Solved exactly, this equation is useless: because \(r=(A-\theta)R\), its solution is \(\delta=-R\) whenever \(\theta\) is not an eigenvalue. An approximate solution, however, generally contains a new direction. Replacing \(A\) by its diagonal \(d\), and doing the same on the left, gives for each component

\[
t_k=\frac{r_k}{\theta-d_k},\qquad u_k=\frac{s_k}{\theta^*-d_k}.
\]

A denominator smaller than 0.1 in magnitude is replaced by 0.1. This changes the search direction but not the residual that decides convergence. The orbital basis is used, in which the one-body part of \(H\) is diagonal. The interaction and the change of the hopping under the transformation are not diagonal there, and no other basis was compared.

Each direction is stripped of what the bases already contain:

\[
t\leftarrow t-VW^Tt,\qquad u\leftarrow u-WV^Tu .
\]

Now \(W^Tt=0\) and \(V^Tu=0\). The projection is done twice to reduce rounding errors. Appending \(t/\|t\|\) to \(V\) and \(u\|t\|/(u^Tt)\) to \(W\) preserves \(W^TV=1\).

This step can fail. In a plane with \(t=(1,0)\) and \(u=(0,1)\), both directions are useful, but \(u^Tt=0\) and the scaling divides by zero. Discarding the pair would throw away the information just computed. Instead, \(t\) can be given a partner made from itself:

\[
t'=t-WV^Tt .
\]

It is admissible, because \(V^Tt'=V^Tt-(V^TW)V^Tt=0\). Its overlap with \(t\) is

\[
t'^Tt=t^Tt-(t^TV)(W^Tt)=\|t\|^2 ,
\]

since \(W^Tt=0\). This cannot vanish unless \(t\) does, and then \(t\) was no new direction. After \(t\) and \(t'\) have been appended, \(u\) is projected again with the enlarged bases. If something remains, it joins \(W\), with the partner \(u-VW^Tu\) joining \(V\); the same algebra with \(V\) and \(W\) exchanged gives the overlap \(\|u\|^2\).

The fallback costs up to two columns per side instead of one. I use it when the cosine between \(t\) and \(u\) is at most 0.1 in magnitude, and also when either direction, normalized beforehand, is shorter than \(10^{-6}\) after projection; the fallback counts below include both cases. A test with exactly orthogonal directions in random oblique bases confirmed that both are retained and that \(W^TV=1\) survives. The fallback removes the zero-overlap breakdown. It does not guarantee convergence, and the bases can still become ill conditioned if \(\|t'\|\) is much larger than \(\|t\|\).

For \(g=0\), \(A\) is symmetric. Starting from \(W=V\), one has, apart from rounding errors, \(L=R\), \(s=r\) and \(u=t\) at every step; the cosine is then 1, and the ordinary Davidson method returns.

## Complex Ritz pairs

With all determinants present, \(A\) is similar to \(H\) and its eigenvalues are real. The small matrix \(G\) has no such protection. In the run for the three lowest roots, 12 of 23 iterations contained a complex Ritz value somewhere, although none was among the chosen roots. A solver that assumes real eigenvalues of \(G\) and drops imaginary parts would fail here: the two members of a conjugate pair would give identical columns of \(Y\), and \(Y^{-1}\) would not exist.

Complex values can also be true eigenvalues of a truncated problem. If \(P\) projects onto the retained determinants, the matrix is \(Pe^{-J}He^{J}P\). When \(J\) connects retained and discarded determinants, this matrix contains, besides \((Pe^{-J}P)(PHP)(Pe^{J}P)\), terms that pass through the discarded determinants, and \(Pe^{-J}P\) is in general not the inverse of \(Pe^{J}P\). The similarity to \(PHP\) is lost. Keeping at most double excitations leaves 118 determinants. At \(g=-0.45\) no complex eigenvalue was found, and the lowest energy is \(-3.579\), closer to the complete-space value \(-3.626\) than the untransformed \(-3.447\). At \(g=-0.90\) there are four complex eigenvalues, with imaginary parts up to 0.091, and the lowest real part is \(-4.302\). That lies far below the complete-space energy: the truncated transcorrelated energy is not an upper bound.

For real \(A\), complex eigenvalues come in conjugate pairs. Write \(\lambda=\mu+i\nu\) and \(R=a+ib\). Separating real and imaginary parts of \(AR=\lambda R\) gives

\[
Aa=\mu a-\nu b,\qquad Ab=\nu a+\mu b .
\]

Neither \(a\) nor \(b\) is an eigenvector, but their plane is mapped into itself. Keeping half a pair at a restart would destroy this plane.

Complex bases are unnecessary. With \(L=c+ie\), normalization requires

\[
1=L^HR=(c\cdot a+e\cdot b)+i(c\cdot b-e\cdot a).
\]

The vector \(R^*\) belongs to the different eigenvalue \(\lambda^*\), so

\[
0=L^HR^*=(c\cdot a-e\cdot b)-i(c\cdot b+e\cdot a).
\]

The real parts give \(c\cdot a=e\cdot b=\tfrac12\), and the imaginary parts give \(c\cdot b=e\cdot a=0\). Hence \(\sqrt2\,(a,b)\) and \(\sqrt2\,(c,e)\) are real biorthonormal restart vectors. In this basis the pair appears in \(G\) as the block

\[
\begin{pmatrix}\mu&\nu\\-\nu&\mu\end{pmatrix}.
\]

For new directions, the member with \(\nu>0\) suffices: the real parts of \(t\) and \(u\) form one pair and the imaginary parts another.

There is a limit in which this fails. Subtracting the two conditions gives \(1=L^H(R-R^*)=2iL^Hb\), hence \(\|L\|\ge1/(2\|b\|)\). If the two right vectors merge into one real vector as \(\nu\to0\), then \(b\to0\) and \(\|L\|\) diverges. This is an exceptional point, where \(A\) lacks a complete set of eigenvectors. Near it, the growing \(\|L\|\) is the warning, and the plane of the pair should be treated as one object.

## Selecting and keeping the right roots

For the lowest states, Ritz values are sorted by real part. If the requested number would cut a conjugate pair, its second member is added, even though one root too many is then returned.

An excited state of known character needs another criterion, because its position in the list can change between iterations. For a real normalized reference \(f\), use

\[
w_i=(f^TR_i)(L_i^Hf)
\]

and choose the largest \(|w_i|\). Changing \(R_i\to\alpha R_i\) requires \(L_i\to L_i/\alpha^*\), which leaves \(w_i\) unchanged. In the complete space \(\sum_iR_iL_i^H=1\), so \(\sum_iw_i=1\). Individual weights may be negative or complex and are not probabilities. The two members of a conjugate pair have equal \(|w_i|\), so the rule about whole pairs applies again.

The working sequence is as follows.

1. Start with \(V=W\), the unit vectors with the lowest diagonal elements. Store \(AV\) and \(A^TW\).
2. Diagonalize \(G\), scale \(Y\) so that each \(R\) has unit length, and form \(X=(Y^{-1})^H\).
3. Choose the roots, with pairs complete, and compute \(r\) and \(s\).
4. Stop when \(\|r\|\) and \(\|s\|/\|L\|\) are below \(10^{-8}\) for every chosen root.
5. If the bases might outgrow their limit, replace them by the best Ritz vectors, more than the number requested, in the real form above. Transform \(AV\) and \(A^TW\) with the same coefficients, which needs no new products.
6. Insert the corrections of unconverged roots, multiply the new columns by \(A\) or \(A^T\), and return to step 2.

The product with \(A^T=e^{J}He^{-J}\) needs no separate code: it is the product with \(A\) for \(g\to-g\).

## What the runs show

For three roots I started with 8 vectors, allowed 30 and kept 9 at a restart. The energies are \(-3.6256\), \(-3.1477\) and \(-2.6109\), and they passed a comparison with Hermitian diagonalization at a tolerance of \(10^{-9}\). The run took 23 iterations, 3 restarts, 6 fallbacks and 152 products. The start used \(2\times8=16\) of these, so the other 136 belong to 68 columns added on each side.

The residuals explain why both must be monitored. At iteration 5 the largest right residual was \(7.6\times10^{-3}\), while the largest relative left residual was still 0.17. The left residual lags at first: by iteration 5 it has fallen by a factor of about 22, the right one by about 115. Over the whole run, both decrease by a factor of about \(4\times10^8\). The left residual starts higher and is the larger one at every listed iteration, so the right residual alone would give too favourable a picture. The left ground state is also less compact, with weight 0.47 on the lowest determinant; whether this explains the larger residual was not tested.

Overlap selection used the equal sum of the spin-up and spin-down excitations from the highest occupied to the lowest empty orbital. A spin-independent excitation operator acting on a closed-shell determinant produces this combination, so it is a singlet. With spin-up and spin-down orbitals ordered separately, its coefficients are symmetric under exchange of the two spin labels. Those of roots 1 and 2 are antisymmetric, so \(f\) has no overlap with them. The solver found \(E=-1.5953\), which is state 9 when the ground state is counted as 0. The excitation energy is \(-1.5953+3.6256=2.0303\). Its weight is 0.85, against 0.024 for the next candidate in the full spectrum, so the identification is clear. Had two weights been comparable, the selected root could have switched between iterations.

A complex pair of known position tests the remaining branch. Add to \(A\) the term

\[
\kappa\,(R_1L_2^T-R_2L_1^T).
\]

It is a manufactured perturbation, not a physical interaction. By biorthonormality, the new matrix \(B\) gives \(BR_1=\lambda_1R_1-\kappa R_2\) and \(BR_2=\lambda_2R_2+\kappa R_1\), and leaves the other right eigenvectors alone. An eigenvalue \(z\) in this plane obeys \((\lambda_1-z)(\lambda_2-z)+\kappa^2=0\), so

\[
z=\frac{\lambda_1+\lambda_2}{2}\pm\sqrt{\delta^2-\kappa^2},\qquad
\delta=\frac{\lambda_2-\lambda_1}{2}.
\]

For \(\kappa<\delta\) the pair is real, at \(\kappa=\delta\) it reaches an exceptional point, and beyond that it is complex. Here \(\delta=0.2684\) and \(\kappa=0.4026\), which gives \(\sqrt{\kappa^2-\delta^2}=0.300\) and \(z=-2.8793\pm0.3000i\). Two roots were requested. The solver returned three: the unchanged ground state and both members of the pair, at the predicted values. It used 22 fallbacks, against 6 in the first run; the reason for the larger number was not isolated.

For a non-symmetric matrix, a small residual alone does not guarantee a nearby eigenvalue. Let \(A=S\Lambda S^{-1}\), with the eigenvalues in the diagonal matrix \(\Lambda\). For a unit vector \(R\) and \(\theta\) not an eigenvalue, \(r=(A-\theta)R\) gives \(R=S(\Lambda-\theta)^{-1}S^{-1}r\), and therefore

\[
\min_i|\lambda_i-\theta|\le\|S\|\,\|S^{-1}\|\,\|r\| ,
\]

with spectral norms for the matrices. In the complete Hubbard space, \(S\) can be chosen as \(e^{-J}\) times an orthogonal matrix, so the factor in front of \(\|r\|\) is only \(e^{0.45\times3}\approx3.9\), and a small residual is reliable. Near an exceptional point the factor can be very large.

Even reliable residuals do not establish that no lower root was missed. If \(A\) has a symmetry and the start vectors and corrections all lie in one symmetry sector, the other sectors remain invisible in exact arithmetic. Rounding errors can let them in, but this may take many iterations and should not be relied on. The start should therefore cover the sectors of interest, and for a large problem a second run with more start vectors is a useful check. The numerical output lists selected iterations of the first run and summaries of the other two.

## Table of computed values

```
sites 6, electrons per spin 3, determinants 400
hopping t = 1.0, U = 3.0 t, g = -0.45 (dimensionless)
site energies (t): [ 0.   0.2 -0.1  0.1 -0.2  0.1]
relative asymmetry |A-A^T|/|A| = 0.3082
three lowest roots: start 8, maximum 30, kept at restart 9, tol 1e-8
root 0: E = -3.62562783 t, error 1.8e-15 t, exchange parity +1.000, condition 1.2141
root 1: E = -3.14773755 t, error 6.2e-15 t, exchange parity -1.000, condition 1.1797
root 2: E = -2.61085162 t, error 4.4e-16 t, exchange parity -1.000, condition 1.1591
lowest-root run: iterations 23, restarts 3, fallbacks 6, products with A and A^T 152
  iterations with any complex Ritz value 12, with a chosen one 0, max |W^T V - 1| 2.2e-15
iteration, dimension, first Ritz value (t), right and left residual (t)
    1   8 -3.13895085 8.70e-01 3.88e+00
    5  20 -3.62555945 7.59e-03 1.73e-01
    9  15 -3.62562782 1.12e-04 1.63e-03
   14  17 -3.62562783 4.92e-06 1.99e-05
   18  12 -3.62562783 1.18e-07 7.18e-07
   23  25 -3.62562783 1.98e-09 9.13e-09
lowest-determinant weight: right 0.8999, Hermitian 0.7044, left 0.4727
double occupancy: two-sided 0.722323, dE/dU 0.722323, right vector only 1.219881
error ratio for tenfold smaller vector error: two-sided 100.06, right-only 10.02
overlap-selected root: E = -1.59533115 t, index 9 (ground state 0), excitation 2.030297 t
  largest overlap weight 0.8506, next 0.0241
overlap run (start 12, maximum 60, kept 12): iterations 42, restarts 0, fallbacks 2, products with A and A^T 110
  iterations with any complex Ritz value 24, with a chosen one 0, max |W^T V - 1| 1.1e-15
complex test: half gap 0.268443 t, kappa 0.402569 t, predicted -2.87929459 +/- 0.3i t
  requested 2 roots, returned 3:
  -3.62562783 +0.00000000i t
  -2.87929459 +0.30000000i t
  -2.87929459 -0.30000000i t
  c.a, d.b, c.b, d.a = 0.500000 0.500000 -0.000000 -0.000000
complex run: iterations 23, restarts 4, fallbacks 22, products with A and A^T 184
  iterations with any complex Ritz value 22, with a chosen one 21, max |W^T V - 1| 1.8e-15
singles-doubles space: 118 determinants, untransformed lowest E = -3.446765 t
  g = -0.45: lowest real part -3.578611 t, complex eigenvalues 0, largest |Im| 0.00e+00 t
  g = -0.90: lowest real part -4.302027 t, complex eigenvalues 4, largest |Im| 9.08e-02 t
```
